Why a single plane wave creates no electron–positron pairs

**Q:** In a plane wave both field invariants vanish, and I have seen that given as the reason why such a wave cannot make pairs from vacuum. Is it sufficient?

**A:** For a constant field, yes. For a varying field it is not a sufficient reason.

I use ħ = c = m = 1, with m the electron mass, and the metric (+,−,−,−). The wave is a prescribed classical field travelling along +z in vacuum. Its potential depends on one variable,

φ = n·x = t − z, n = (1,0,0,1), n² = 0.

I absorb the charge by writing a = eA, and choose a transverse potential, a = (0,aₓ,a_y,0), so n·a = 0. A prime means d/dφ. From E = −∂A/∂t and B = curl A,

eE = (−aₓ′, −a_y′, 0), eB = (a_y′, −aₓ′, 0).

The two vectors have equal length and their scalar product is zero:

E² − B² = 0, E·B = 0.

Suppose E and B are constant. A boost along z rescales both by a common factor, which can be made as small as we like. The pair rate per unit volume and time is Lorentz invariant, so it equals the rate in an arbitrarily weak crossed field. If the rate goes continuously to zero with the field, it is zero.

In a varying field, creation can also depend on how the field changes from point to point. The invariants at each point do not contain that information.

**Q:** Then let me count photons. Can enough of them, taken from a very intense wave, supply the energy?

**A:** They can supply the energy, but not together with the right momentum. A Fourier component of the wave has the phase ωφ = k·x, with k = ωn. Whatever the numbers absorbed and emitted, the net transfer is Ωn, and

(Ωn)² = 0.

Let the electron and positron have momenta p and q. In the rest frame of the electron, p·q is the positron energy, which is at least 1. Therefore

(p + q)² = 1 + 1 + 2p·q ≥ 4.

A null vector cannot equal this timelike one. The component along n gives a stronger statement. For a particle of positive energy,

n·p = √(1 + p⊥² + p_z²) − p_z > 0,

because the root exceeds |p_z|. The wave supplies n·(Ωn) = 0, whereas the pair needs n·p + n·q > 0. Raising the intensity makes more quanta available, but each still contributes zero.

**Q:** Could the pair radiate a photon and so repair the balance?

**A:** No. A radiated photon of momentum l has n·l = |l| − l_z ≥ 0, so it adds to the deficit or leaves it unchanged.

This does not rest on an expansion in the wave's strength. Moving t and z by the same amount leaves φ, and hence the external field, unchanged. The generator of this displacement is the total n·P, which is therefore conserved, also when electrons interact with the quantized radiation field. The vacuum has n·P = 0. A final state containing a pair, with or without photons, has n·P > 0. This step uses n·a = 0. The conserved generator is built from canonical momenta, while the positive quantity is the n-component of the kinetic momentum, n·(P − a); the two agree only when n·a = 0. A longitudinal electric field depending on φ alone has the same symmetry, but there n·(P − a) varies with φ and can pass through zero, so the argument does not cover it.

**Q:** I would like to see this in the solutions of the Dirac equation. Why can't a strong wave turn a negative-energy state into a positive-energy one?

**A:** Write b̸ = γ^μ b_μ, so that b̸c̸ + c̸b̸ = 2b·c. The Dirac equation is

(i∂̸ − a̸ − 1)ψ = 0.

Before the pulse a = 0, and a free solution is w exp(−ip·x), with p² = 1 and (p̸ − 1)w = 0. Here p⁰ may have either sign. Inside the pulse try

ψ = exp(−ip·x) f(φ).

Since ∂_μ f = n_μ f′, and with K = p − a, the equation becomes

i n̸f′ + (K̸ − 1)f = 0. (1)

Multiply (1) by n̸. Because n̸n̸ = n² = 0,

G ≡ n̸(K̸ − 1)f = 0. (2)

Now multiply (1) by K̸ + 1. Since n·K = n·p,

(K̸ + 1)n̸ = 2n·p − n̸(K̸ − 1), (3)

so the result is

2i n·p f′ − i n̸(K̸ − 1)f′ + (K² − 1)f = 0.

Differentiating (2), with K′ = −a′, gives n̸(K̸ − 1)f′ = n̸a̸′f. Also K² − 1 = a² − 2a·p. Hence

f′ = [n̸a̸′/(2n·p) − ih]f, h = (2a·p − a²)/(2n·p). (4)

Division by n·p is allowed because it is never zero for a massive particle. These are four-vector products, so a² = −(aₓ² + a_y²).

To solve (4), note that n·a = 0 makes n̸ and a̸ anticommute. Thus n̸a̸′n̸a̸ = −n̸n̸a̸′a̸ = 0, and the spin factor ends after its linear term:

f = [1 + n̸a̸/(2n·p)] w exp(−i∫h dφ), (5)

with the integral starting before the pulse. This is the Volkov solution.

**Q:** You multiplied by matrices that may have no inverse. Does (5) satisfy the original equation?

**A:** It does, and this can be checked in two steps. First, (4) preserves the constraint (2). Differentiating G and inserting (4),

G′ = −n̸a̸′f + n̸(K̸ − 1)n̸a̸′f/(2n·p) − ihG.

Since n̸K̸n̸ = 2n·p n̸ and n̸n̸ = 0, the first two terms cancel. Thus G′ = −ihG. Before the pulse G = n̸(p̸ − 1)w = 0, so G stays zero.

Second, multiply G = 0 by K̸ + 1 and use (3):

2n·p(K̸ − 1)f − n̸(K̸ − 1)²f = 0.

With (K̸ − 1)² = K² − 1 − 2(K̸ − 1), the last term becomes −(K² − 1)n̸f + 2G. As G = 0 and K² − 1 = −2h n·p,

(K̸ − 1)f = −h n̸f.

From (4), i n̸f′ = h n̸f. The sum of these two expressions is zero, which is equation (1).

**Q:** Where is the sign of the energy in this solution?

**A:** It is tied to the sign of n·p. On the mass shell

(p⁰)² − p_z² = 1 + p⊥² > 0,

so |p⁰| > |p_z|, and n·p = p⁰ − p_z has the sign of p⁰.

Take a pulse whose potential returns to zero. After it has passed, (5) is f = w exp(−iθ), where θ is the integral of h over the whole pulse. The spinor and momentum are the original ones, and only a phase has been added. An incoming negative-energy packet is a superposition of such states with p⁰ < 0. It moves more slowly than light, so the pulse leaves it behind, and it emerges as a superposition with p⁰ < 0.

The number of pairs follows. Let U be the evolution through the pulse. The outgoing electron operator is

b_i(out) = Σ_j ⟨i,+|U|j,+⟩ b_j + Σ_j ⟨i,+|U|j,−⟩ d_j†,

where b_j removes an incoming electron, d_j† creates an incoming positron, and ± denotes the sign of the free energy. Acting on the incoming vacuum, only the second sum survives, so

N = Σ_i Σ_j |⟨i,+|U|j,−⟩|² = 0.

If the potential ends at a nonzero constant, the momentum left after the pulse is

π = p − a + hn.

Its square is K² + 2h n·p = 1, and n·π = n·p. The kinetic momentum may change, but its energy keeps its sign.

**Q:** If I stop the calculation in mid-pulse and project on free positive-energy states, will I get zero?

**A:** In general, no. Free states are defined with the canonical momentum P, while the electron in the field has the kinetic momentum P − a. Moreover, adding a constant vector c to the spatial potential and multiplying ψ by exp[i(cₓx + c_y y + c_z z)] leaves E and B unchanged, but shifts P by c. The free projection can therefore change although the physics has not. It does not count particles in the field.

**Q:** How large is it in an actual calculation?

**A:** I took a pulse polarized along x,

aₓ = a₀ exp[−φ²/(2τ²)] cos(ωφ),

with a₀ = 3, ω = 1.5 and τ = 2, and evolved a negative-energy packet on a grid without using (5). Its transverse momentum is 0.8 and its mean p_z is 1. A negative-energy packet moves against its canonical momentum, so this one meets the pulse head-on.

The peak electric field is 4.106 critical fields. With the critical field m²c³/(eħ) = 1.323 × 10¹⁸ V/m, this is

4.106 × 1.323 × 10¹⁸ V/m ≈ 5.43 × 10¹⁸ V/m.

In mid-pulse the free positive-energy fraction is 0.094. Afterwards it is 8 × 10⁻¹⁶, fourteen orders of magnitude smaller. The norm error of the evolution is 6 × 10⁻¹³. The residue is quadratic in an amplitude of about 3 × 10⁻⁸, so it is not simply rounding. It comes from the grid spacing: with half the spacing, and a time step of 0.02 instead of 0.01, it falls below 10⁻²¹.

The size of that final residue does not measure the time-step error. One numerical step later, the field is the same field displaced along z by the step length, so the scheme retains a discrete form of the symmetry, which conserves n·P up to multiples of 2π divided by the step. This protects the residue only while the step is small. With half the spacing, raising the step from 0.01 to 0.1 leaves the residue near 7 × 10⁻²³ although the mid-pulse state moves by 8 × 10⁻³ in norm, whereas a step of 0.25 lifts the residue above 10⁻⁸. A separate test compares the mid-pulse state with the superposition of solutions (5). For states of unit norm, the difference has norm 8 × 10⁻⁵. If the spin factor is dropped, without renormalizing the superposition, the difference is 0.41.

**Q:** What happens if I send in a second wave from the opposite side?

**A:** The protection is lost. With k₁ = ω(1,0,0,1) and k₂ = ω(1,0,0,−1), we have k₁·k₂ = 2ω², and s₁ and s₂ quanta give

(s₁k₁ + s₂k₂)² = 2s₁s₂k₁·k₂ = 4s₁s₂ω².

One quantum from each wave at ω = 1.5 gives 9.00. The field does not depend on x or y, so the created particles have opposite transverse momenta, here ±0.8. The least square of their total momentum is 4(1 + 0.8²) = 6.56, so the process is allowed at the central frequency. There it transfers energy 2ω = 3 and no momentum, which fixes p_z² = 1.5² − 1.64 = 0.61. A state at p_z = 0 needs 2√1.64 = 2.56 instead; this differs from 3 by less than the bandwidth 1/τ = 0.5 of each pulse.

For this comparison I used a packet with zero mean p_z and pulses with a₀ = 2. The final positive-energy fraction is 3 × 10⁻¹¹ for one wave and 0.105 for two. The first number is set by the finite time span. Halving the grid spacing leaves it unchanged, but with start and end times ∓60 instead of ∓40, in a box of twice the length, it falls to 6 × 10⁻¹⁶. This is what one expects if a far tail of the spreading packet still overlaps the pulse at those times. The second is the probability of promoting this one filled packet, not the total number of pairs. At a₀ = 2 the pulses are strong and lowest order does not apply, so the count of one quantum from each wave shows only that the prohibition is lifted; it does not account for the size of this number.

**Q:** Two opposed waves generally have nonzero invariants where they overlap. Can you separate the invariants from the symmetry?

**A:** Only in part. Let a current sheet at z = 0 radiate to both sides, so that the potential is a(t − |z|). On each side there is a single outgoing plane wave, and both invariants vanish. On the sheet B jumps, so that plane must be excepted. The absolute value also destroys the symmetry under equal shifts of t and z.

With the same packet and a₀ = 2, the final positive-energy fraction is about 0.02. It is less well converged than the two-wave value: stopping at t = 35 instead of 40 raises it from 0.0198 to 0.0202, and a grid four times finer adds another 0.0003. Null invariants everywhere off one plane therefore do not prevent creation. The promotion is tied to that plane, however: a packet that stays on one side sees a single plane wave and is protected. Across the sheet B changes sign while E does not, so a thin sheet of finite thickness would have E² − B² > 0 inside it, except close to the moments when E passes through zero, and the separation is not clean. What protects the vacuum in the single wave is the conservation of n·P.

**Q:** Which laboratory situations fall outside the result?

**A:** A focused beam contains several propagation directions, so no single n serves for the whole field. The argument then no longer forbids pairs, though it does not say how many appear.

An incoming probe photon l also changes the balance if it is not parallel to the wave, because it brings n·l > 0. With s wave quanta,

(l + sk)² = 2sω n·l,

which can reach the threshold value 4. In that case the initial state is no longer the vacuum. The calculation also treats the wave as prescribed, so its depletion by the particles is left out.

The numerical check carries out the numerical checks; the runs with another grid spacing or time span need only its parameters changed.

Numbers as computed

```
Units: hbar = c = electron mass = 1 unless stated
pulse frequency omega: 1.50 m
pulse envelope parameter tau: 2.00 1/m
transverse momentum px: 0.80 m
packet position width at t=0: 4.00 1/m
grid length: 102.4 1/m; grid points: 640
KINEMATICS
smallest sampled pair (p+q)^2: 4.00162 m^2
smallest sampled pair n.(p+q): 0.52515 m
smallest sampled n.P with photon: 0.67050 m
square of 2k from one wave: 0.00 m^2
square of k1+k2, opposed waves: 9.00 m^2
least pair square at p_perp=+-px: 6.56 m^2
STRONG SINGLE PULSE, HEAD-ON PACKET
amplitude a0: 3.00 m; mean canonical pz: 1.00 m
start/end time: -/+ 30.0 1/m; time step: 0.010 1/m
peak electric field / critical field: 4.1060
critical field: 1.3233e+18 V/m
peak electric field: 5.4334e+18 V/m
positive-energy fraction before: 5.78e-33
free-state positive fraction in mid-pulse: 0.09401
positive-energy fraction after: 8.15e-16
summed change of pz distribution: 3.71e-12
norm error after evolution: 5.65e-13
Volkov minus numerical state, norm: 8.07e-05
same without Volkov spin factor: 0.4092
PACKET WITH ZERO MEAN pz
amplitude of each pulse: 2.00 m
start/end time: -/+ 40.0 1/m; time step: 0.020 1/m
final positive-energy fraction, one wave: 3.3840e-11
final positive-energy fraction, two opposed waves: 1.0522e-01
final positive-energy fraction, current sheet: 1.9752e-02
```
